# Heat conduction across thin films with inverse-square-frequency phonon lifetimes

A model film 100 nm thick conducts heat with 83% of its bulk conductivity, although the average mean free path of its phonons is 3 nm. If every phonon had that average path, the same film would keep 96%. The loss is 17% in one description and 4% in the other, with the same bulk conductivity, sound speed and heat capacity. The difference comes from how the heat is shared among phonons of different frequency.

The crystal is isotropic and has three equal acoustic branches with frequency $\omega=vk$, where $v$ is the sound speed and $k$ the wavenumber. It holds $n$ atoms per unit volume. The number of modes per volume with wavenumber below $k$ is

$$
3\,\frac{1}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{2\pi^2}.
$$

The Debye cutoff is set by the requirement that there be $3n$ modes in all, so $k_D=(6\pi^2n)^{1/3}$ and $\omega_D=vk_D$. With $x=\omega/\omega_D$, the fraction of modes below $x$ is $x^3$, and the fraction in $dx$ is $3x^2dx$.

The temperature $T$ is taken high enough for each mode to have the classical heat capacity $k_B$. The heat capacity per volume is then $C=3nk_B$, and the interval $dx$ holds the part $3Cx^2dx$ of it. This classical condition is needed for the result below.

The lifetime is $\tau=A/\omega^2$ with constant $A$, a simple model of scattering of phonons by phonons at a fixed high temperature. The mean free path is

$$
\Lambda(x)=v\tau=\frac{vA}{\omega_D^2x^2}=\frac{\Lambda_{\min}}{x^2},
\qquad \Lambda_{\min}=\frac{vA}{\omega_D^2}.
$$

The shortest path, $\Lambda_{\min}$, belongs to the cutoff frequency. The path grows without limit as the frequency falls.

To find the bulk conductivity, consider first phonons of a single path $\Lambda$ with heat capacity $C$. Let $g(z,\mu)$ be their energy density, measured from a reference temperature, for motion at an angle of cosine $\mu$ to the $z$ axis. It is normalized so that equilibrium at temperature $T$ gives $g=CT$ for every $\mu$, and the energy density is the average of $g$ over directions, $\tfrac12\int_{-1}^{1}g\,d\mu$. In the relaxation-time approximation the steady transport equation is

$$
v\mu\frac{\partial g}{\partial z}=-\frac{g-CT(z)}{\tau}.
$$

When $T$ changes little over one path, $g$ on the left may be replaced by $CT$, which gives $g\simeq CT-\Lambda\mu C\,dT/dz$. The heat flux is

$$
q=\frac12\int_{-1}^{1}v\mu\,g\,d\mu
=-\frac{Cv\Lambda}{2}\frac{dT}{dz}\int_{-1}^{1}\mu^2d\mu
=-\frac{Cv\Lambda}{3}\frac{dT}{dz}.
$$

The term $CT$ drops out because it is even in $\mu$. The conductivity of this group is $Cv\Lambda/3$. For the full spectrum, $C$ is replaced by $3Cx^2dx$ and $\Lambda$ by $\Lambda_{\min}/x^2$:

$$
d\kappa=\frac13\,(3Cx^2dx)\,v\,\frac{\Lambda_{\min}}{x^2}=Cv\Lambda_{\min}\,dx,
\qquad \kappa_{\rm bulk}=Cv\Lambda_{\min}.
$$

The few modes at low frequency have paths long enough to compensate for their small number, so equal frequency intervals carry equal heat. The average path, weighted by heat capacity, is $\int_0^1 3x^2(\Lambda_{\min}/x^2)dx=3\Lambda_{\min}$. Paths longer than a length $L>\Lambda_{\min}$ belong to $x<\sqrt{\Lambda_{\min}/L}$, and they carry the fraction $\sqrt{\Lambda_{\min}/L}$ of the bulk heat. This fraction falls slowly with $L$.

Now let the crystal be a slab of thickness $L$ between a hot and a cold contact whose temperatures differ by a small $\Delta T$. The contacts are black: they absorb every phonon that arrives and emit phonons in equilibrium at their own temperature. The film conductivity is defined as $\kappa_{\rm film}=qL/\Delta T$, so it includes the resistance that arises at the contacts.

For a gray slab, meaning one with a single path $\Lambda$, two limits are simple. If $\Lambda\gg L$, phonons cross without scattering. Those moving toward the cold side carry the hot temperature, and those moving back carry the cold one. The net flux is

$$
q=\frac12\int_0^1v\mu\,C\Delta T\,d\mu=\frac{Cv\Delta T}{4}.
$$

If $\Lambda\ll L$, the diffusive result is $q=Cv\Lambda\Delta T/(3L)$. The thermal resistances per area, $\Delta T/q$, are $4/(Cv)$ and $3L/(Cv\Lambda)$. The gray interpolation adds them:

$$
q=\frac{\Delta T}{\dfrac{4}{Cv}+\dfrac{3L}{Cv\Lambda}}
=\frac{Cv\Lambda}{3}\frac{\Delta T}{L}\,S,
\qquad S=\frac{1}{1+\dfrac{4\Lambda}{3L}}.
$$

Both limits are correct by construction, but between them the sum is an approximation. Its error was found by solving the gray transport equation numerically, with the slab cut into cells that exchange phonons. For 41 values of $L/\Lambda$ from 0.01 to 100, the largest error of the interpolated flux was 3.4% of the numerical flux. It occurred on a broad maximum at $L/\Lambda$ of about 0.6 to 0.7, where the interpolation is too high.

The next assumption is that each frequency may be treated as a gray slab of its own. With $y^2=4\Lambda_{\min}/(3L)$, the factor for frequency $x$ is

$$
S(x)=\frac{1}{1+y^2/x^2}=\frac{x^2}{x^2+y^2}.
$$

Since the bulk heat is spread evenly over $x$, the conductivity ratio is the plain average of $S$:

$$
\begin{aligned}
\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}
&=\int_0^1\frac{x^2}{x^2+y^2}\,dx
=\int_0^1\left(1-\frac{y^2}{x^2+y^2}\right)dx\\
&=1-y^2\left[\frac1y\arctan\frac xy\right]_0^1
=1-y\arctan\frac1y .
\end{aligned}
$$

For a thick film, $y$ is small. The identity $\arctan(1/y)=\pi/2-\arctan y$ and the series $\arctan y=y-y^3/3+\dots$ give

$$
\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}
=1-\frac{\pi y}{2}+y^2-\frac{y^4}{3}+\dots
$$

The leading loss is proportional to $y$, hence to $L^{-1/2}$. A single path $\Lambda$ would give a loss of about $4\Lambda/(3L)$, which falls as $1/L$. In this model, making a thick film a hundred times thicker reduces the loss by about ten, not by a hundred.

For a very thin film, $y$ is large and $\arctan(1/y)=1/y-1/(3y^3)+\dots$, so the ratio tends to $1/(3y^2)=L/(4\Lambda_{\min})$. The conductance per area becomes

$$
\frac{\kappa_{\rm film}}{L}\to\frac{Cv\Lambda_{\min}}{L}\,\frac{L}{4\Lambda_{\min}}=\frac{Cv}{4}.
$$

The scattering law has disappeared, as it must when no phonon scatters inside the film.

The film of the opening has $v=1800$ m/s, $n=3.0\times10^{28}$ m$^{-3}$, $\Lambda_{\min}=1$ nm, $L=100$ nm and $T=300$ K. The cutoff is $\omega_D=2.18\times10^{13}$ rad/s, equivalent to a Debye temperature $\hbar\omega_D/k_B=167$ K. The heat capacity is $C=3nk_B=1.243\times10^6$ J m$^{-3}$ K$^{-1}$, and the bulk conductivity is

$$
\kappa_{\rm bulk}=(1.243\times10^6)(1800)(1.0\times10^{-9})=2.24\ \mathrm{W\,m^{-1}K^{-1}}.
$$

The thickness enters through $y^2=(4/3)(1/100)=0.01333$, so $y=0.1155$ and $\arctan(1/y)=1.456$. The ratio is

$$
\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}=1-0.1155\times1.456=0.832,
$$

and $\kappa_{\rm film}=1.86$ W m$^{-1}$ K$^{-1}$. The conductance $\kappa_{\rm film}/L$ is 18.6 MW m$^{-2}$ K$^{-1}$, far below the ballistic value $Cv/4=559$ MW m$^{-2}$ K$^{-1}$. The film as a whole is therefore close to diffusive, but its modes of lowest frequency are not.

Those modes contribute far more to the loss than their share of the bulk heat would suggest. Paths longer than 100 nm belong to $x<0.1$ and carry a tenth of the bulk heat. Their part of the loss is

$$
\int_0^{0.1}\frac{y^2}{x^2+y^2}\,dx=y\arctan\frac{0.1}{y}=0.082,
$$

about half of the total 0.168. The single-path estimate, $1/[1+4(3)/(3\times100)]=0.962$, has no such modes. The two descriptions also differ in where the conductivity is halved. The spectral formula reaches one half at $y=0.429$, which means $L=4\Lambda_{\min}/(3y^2)=7.2$ nm, while the single path of 3 nm gives $L=4\Lambda/3=4$ nm.

Treating each frequency as a separate slab needs closer examination. In the relaxation-time model, scattering sends phonons of all frequencies toward one local temperature $T(z)$, fixed by the condition that collisions conserve total energy. Separate slabs would conserve energy at each frequency and allow each its own temperature profile. The effect of this change can be bounded.

Divide the slab into thin cells, and count the two contacts as further cells. Phonons emitted in cell $i$ and absorbed in cell $j$ carry energy in proportion to $T_i$. The return flow is proportional to $T_j$ with the same coefficient, because emission is isotropic and attenuation is the same in both directions. The net flow per area is $G_{ij}(T_i-T_j)$, with $G_{ij}=G_{ji}\ge0$. In the steady state, $\sum_jG_{ij}(T_i-T_j)=0$ for every interior cell. Consider the quadratic form

$$
F=\frac12\sum_{i,j}G_{ij}(T_i-T_j)^2=\sum_iT_i\sum_jG_{ij}(T_i-T_j),
$$

where the second form follows from the symmetry of $G_{ij}$. For the steady profile the inner sum vanishes except at the contacts, where it equals $+q$ at the hot one and $-q$ at the cold one. Hence $F=q\Delta T$. If the interior temperatures are changed by $\delta_i$, with $\delta_i=0$ at the contacts, the term linear in $\delta$ is $2\sum_i\delta_i\sum_jG_{ij}(T_i-T_j)=0$. The quadratic term cannot be negative. The steady profile therefore minimizes $F$.

For many frequencies, $G_{ij}$ is a sum over frequencies, and so is $F$. If each frequency may choose its own profile, each term reaches its own minimum, and the sum cannot exceed the minimum with one common profile. Separate gray slabs, solved without the interpolation, thus give a lower bound on the flux.

Any trial common profile gives an upper bound, and a straight line is convenient. The distance between cells is then $z_j-z_i=L(T_i-T_j)/\Delta T$. The flux averaged over the thickness is the sum over pairs of $G_{ij}(T_i-T_j)(z_j-z_i)/L$, which equals $F/\Delta T$. Only this average flux is needed. Phonons moving forward at $z$ were last emitted, on average, a distance $\Lambda\mu(1-e^{-z/\Lambda\mu})$ behind, measured along $z$, with emission at the contact included. Those moving backward obey the same rule with $L-z$ in place of $z$. One path $\Lambda$ then gives

$$
q(z)=\frac{Cv\Lambda\Delta T}{2L}\int_0^1\mu^2\left[2-e^{-z/\Lambda\mu}-e^{-(L-z)/\Lambda\mu}\right]d\mu .
$$

Each exponential, averaged over $z$, gives $K\mu(1-e^{-1/K\mu})$ with $K=\Lambda/L$. Dividing the average flux by the diffusive flux $Cv\Lambda\Delta T/(3L)$ leaves

$$
S_{\rm lin}=3\int_0^1\mu^2\left[1-K\mu\left(1-e^{-1/K\mu}\right)\right]d\mu
=1-3K\left[\frac14-E_5\!\left(\frac1K\right)\right],
$$

where $E_5(a)=\int_0^1\mu^3e^{-a/\mu}d\mu$ is an exponential integral.

For the 100 nm film, averaging over $x$ puts the conductivity ratio between 0.827 and 0.856. A numerical solution with one common temperature, using 60 frequencies and up to 4000 cells, gives 0.842. The closed formula, at 0.832, is 1.2% below it. At 10 nm the formula gives 0.554 and the coupled solution 0.553. At 1000 nm they are 0.944 and 0.950.

The sign of the difference changes because two errors compete. Separate profiles lower the flux, and the gray interpolation can raise it. At 10 nm the second error must be slightly larger, since the formula lies above the coupled value. In thick films the loss is less accurate than the ratio: the formula overstates the loss by about 6% at 100 nm and 13% at 1000 nm, relative to the coupled loss. The coefficient $\pi/2$ in the thick-film series therefore belongs to the interpolated model and should not be read as a precise property of the transport equation.

The classical condition can be assessed in the same way. With $u=\hbar\omega/k_BT$, the quantum heat capacity of a mode is

$$
k_B\left[\frac{u/2}{\sinh(u/2)}\right]^2\simeq k_B\left(1-\frac{u^2}{12}\right)
$$

for small $u$. At 300 K this lowers the bulk conductivity by 0.9% and changes the ratio from 0.832 to 0.831. At one tenth of the Debye temperature, with all mean free paths held fixed for comparison, the ratio would be 0.60. High frequencies are then frozen out, and the heat is left to modes with long paths. In a real crystal the paths would also change on cooling, so 0.60 shows the effect of the heat capacity alone.

The parameters are round values in the rough regime of lead telluride near room temperature, a soft thermoelectric semiconductor with a lattice conductivity of roughly 2 W m$^{-1}$ K$^{-1}$. They were chosen to give a conductivity of that size, and the distribution of mean free paths was not fitted to the material, so the 17% loss is not a prediction for a lead telluride film. Several assumptions also fail in a real film of this kind. The crystal has two atoms per primitive cell, so half its modes are optical. If these carry no heat and the same $A$ is kept, the acoustic cutoff falls by $2^{1/3}$ and the shortest path rises by $2^{2/3}$ to 1.59 nm. The bulk conductivity becomes 1.78 W m$^{-1}$ K$^{-1}$ and the ratio 0.79. Real contacts also reflect phonons. Let the two contacts transmit fractions $t_1$ and $t_2$ and reflect the rest diffusely. Summing repeated reflections multiplies the ballistic flux by

$$
t_1t_2\sum_{m=0}^{\infty}\left[(1-t_1)(1-t_2)\right]^m
=\frac{t_1t_2}{t_1+t_2-t_1t_2}
=\frac{1}{1/t_1+1/t_2-1}.
$$

The ballistic resistance, and with it $y^2$, grows by $1/t_1+1/t_2-1$. For $t_1=t_2=0.5$ at all frequencies this factor is 3, and the closed formula drops to 0.73. A numerical solution with one common temperature gives 0.765 if a reflected phonon keeps its frequency, and 0.79 if the reflected energy is redistributed over all frequencies. Either way the formula is less accurate here than for black contacts. Of the changes to the lattice ratio computed here for 300 K, the one from reflecting contacts is still the largest.

Electrons add a parallel channel in a heavily doped film. For a chosen electrical conductivity $\sigma=1000$ S/cm, the Wiedemann–Franz law with the value for degenerate electrons scattered elastically, $\kappa_e=(\pi^2/3)(k_B/e)^2\sigma T$, gives 0.73 W m$^{-1}$ K$^{-1}$. If this part is unchanged by the thickness, the total conductivity falls from 2.97 to 2.59 W m$^{-1}$ K$^{-1}$, a ratio of 0.87. The electronic value is on the high side: in lead telluride at this conductivity and 300 K the electrons are only partly degenerate, and a parabolic-band estimate with scattering by acoustic phonons gives roughly 0.5 to 0.6 W m$^{-1}$ K$^{-1}$. With the electronic part still held fixed, the ratio of the totals hardly changes. Holding it fixed is doubtful at this thickness, however. The same parabolic-band estimate, with four valleys and a mobility of 800 to 1700 cm$^2$/Vs, gives electron mean free paths of roughly 20 to 50 nm. The slab factor used for phonons would then remove a quarter to two fifths of the electronic part and bring the total ratio to about 0.8, below the phonon ratio. A measured total must therefore be separated into its two parts before it is compared with the phonon formula.

Unequal speeds of the three branches, grain boundaries and point defects are left out and have not been sized. Grain boundaries matter most for the long paths, so they would replace the slow $L^{-1/2}$ approach to bulk by a faster one once the film is much thicker than the grains. Point defects scatter high frequencies more strongly and would shift the heat toward long paths, making the relative loss larger in a thick film. In a very thin film they would make it smaller, because they lower the bulk conductivity but not the ballistic conductance.

There is also a limit set by wavelength. The wavelength at the cutoff is $2\pi v/\omega_D=0.52$ nm, and at frequency $x$ it is $0.52/x$ nm. It reaches the 100 nm thickness at $x=0.005$, below which lies only 0.5% of the bulk heat, so treating phonons as particles is reasonable here. At a thickness of a few nanometres that share of the bulk heat exceeds a tenth. These modes are almost fully suppressed in the film and carry only about 1% of its heat at 3 nm, so they alone change the film conductivity little. The particle picture becomes doubtful as the thickness approaches the wavelengths of the high-frequency modes, about a nanometre, that carry the heat of a thin film. There the film's own vibrational modes would have to replace the bulk spectrum.
